Bond current and local particle generation from the lesser Green function

The form of the answer

Let a channel be described by orthonormal site orbitals with fermion operators c_i and a Hermitian one-body matrix h, whose elements may be complex. The equal-time lesser Green function is

G^<_ij(t,t) = i⟨c_j†(t) c_i(t)⟩,

so the occupation of site i is n_i = −iG^<_ii(t,t), and (G^<)† = −G^<.

We seek the particle current I(j→i) carried by the hopping element h_ij, linear in h_ij and in one element of G^<. The phases of the orbitals are arbitrary. Under c_i → e^{iθ_i}c_i, the element h_ij gains the phase θ_i − θ_j and G^<_ji gains θ_j − θ_i. The product

z = h_ij G^<_ji

is therefore unchanged. A real current linear in z has the form a Re z + b Im z. Exchanging i and j turns z into h_ji G^<_ij = h_ij*·(−G^<_ji*) = −z*. This reverses Re z and keeps Im z. A current must change sign when its direction is reversed, so b = 0. Since z is an energy, division by ħ gives a rate:

I(j→i) = α Re[h_ij G^<_ji(t,t)]/ħ.

Symmetry leaves one pure number, α. Counting particles gives α = −2. What remains is to find what balances the divergence of this current. Below, Σ_j denotes a sum and S a self-energy.

First derivation: counting particles on explicit bonds

Let the Hamiltonian be Σ_kl h_kl c_k†c_l plus an interaction that commutes with every site number, for example a density–density repulsion. With N_i = c_i†c_i, the anticommutation rules give [N_i, c_k†] = δ_ik c_k† and [N_i, c_l] = −δ_il c_l. Hence

[N_i, c_k†c_l] = (δ_ik − δ_il) c_k†c_l.

The Heisenberg equation dN_i/dt = [N_i,H]/(iħ) becomes, on averaging,

dn_i/dt = (1/iħ) Σ_j (h_ij⟨c_i†c_j⟩ − h_ji⟨c_j†c_i⟩).

Now ⟨c_i†c_j⟩ = −iG^<_ji, and (1/i)(−i) = −1, so

dn_i/dt = −(1/ħ) Σ_j (h_ij G^<_ji − h_ji G^<_ij).

The first product is z and the second is −z*. Their difference is 2 Re z:

dn_i/dt = Σ_j I(j→i), I(j→i) = −(2/ħ) Re[h_ij G^<_ji(t,t)]. (1)

Each term is the rate produced by one hopping element, which takes from j what it gives to i. This fixes α = −2. The term j = i vanishes because h_ii is real and G^<_ii is imaginary.

A plane wave confirms the sign. Take h = −t between neighbours at spacing a, and ⟨c_i†c_j⟩ = ν e^{ika(j−i)}. Then G^<_{j,j+1} = iν e^{−ika}, and (1) gives I(j→j+1) = (2tν/ħ) sin ka. The band −2t cos ka has velocity v = (2ta/ħ) sin ka, so the current is (ν/a)v, density times velocity.

If the system is closed and all its orbitals are kept, (1) contains no generation. Generation appears when some orbitals are left out of the description. Let the channel be coupled to lead orbitals of energies ε_a by elements V_ia. The bonds from lead orbitals to site i then supply

g_i = Σ_a I(a→i),

and (1), with the sum over j now restricted to the channel, reads

dn_i/dt + Σ_j I(i→j) = g_i. (2)

To express g_i through channel quantities, take a steady state without interactions in the channel or the leads. Define A(E) = ∫(dt/ħ) e^{iEt/ħ}A(t) for an operator A. For two operators, define the spectrum C_AB(E) by

i⟨B†(t′)A(t)⟩ = ∫(dE/2π) C_AB(E) e^{−iE(t−t′)/ħ}.

Then i⟨B†(E′)A(E)⟩ = 2πδ(E−E′)C_AB(E). If A = MX and B = NX with matrices M(E), N(E), it follows that C_AB = M C_XX N†. With A and B both equal to c, C is G^<(E), and G^<(t,t) = ∫(dE/2π)G^<(E).

The Heisenberg equation of the lead operators c_L is solved by free motion plus a response to the channel:

c_L = c_L⁰ + g^R V†c, g_a^R = 1/(E − ε_a + i0).

The i0 selects the response that follows its cause. Free motion with occupation f_a has the spectrum g_a^< = 2πi f_a δ(E−ε_a). Multiplying by V gives the drive that the leads exert on the channel:

V c_L = S^R c + η, S^R = V g^R V†, η = V c_L⁰. (3)

The spectrum of η is S^< = V g^< V†. The channel equation Ec = hc + Vc_L becomes (E − h − S^R)c = η, so that

c = G^R η, G^R = (E − h − S^R)⁻¹, G^< = G^R S^< G^A, (4)

with G^A = (G^R)†. Solutions without η have been dropped. They decay if the coupled system has no undamped bound state; otherwise the initial preparation is remembered and (4) is incomplete.

The current from the leads into site i is −(2/ħ)Re Σ_a V_ia G^<_ai. This needs the spectrum of (Vc_L)_i with c_i. By (3), the first part contributes S^R G^<. For the second part, M = 1 and N = G^R, which contributes S^< G^A. Therefore

g_i = −(2/ħ) Re ∫(dE/2π) [S^R G^< + S^< G^A]_ii. (5)

In a steady state (2) gives Σ_j I(i→j) = g_i. Because different leads are initially uncorrelated, using the S of one lead in (5), with the full G, gives the supply from that lead.

Second derivation: two equations for one matrix

Now forget the eliminated orbitals and take as given a steady state with self-energies obeying

G^R = (E − h − S^R)⁻¹, G^< = G^R S^< G^A, (S^<)† = −S^<.

These are the Dyson equations of nonequilibrium Green functions, and S may include scattering as well as contacts. Multiply G^< from the left by E − h − S^R, and separately from the right by E − h − S^A:

(E − h)G^< = S^R G^< + S^< G^A,
G^<(E − h) = G^R S^< + G^< S^A.

Call the first right-hand side X. Since (S^R G^<)† = −G^< S^A and (S^< G^A)† = −G^R S^<, the second right-hand side is −X†. Subtraction removes E:

−[h, G^<] = X + X†. (6)

By (1), the outflow from site i is

Σ_j I(i→j) = (1/ħ) ∫(dE/2π) Σ_j [h_ij G^<_ji + (h_ij G^<_ji)*].

The conjugate is −h_ji G^<_ij, so the sum over j is the commutator [h, G^<]_ii. By (6) this equals −2 Re X_ii, and (5) follows again. The balance now holds at each energy, before integration.

When the self-energy is diagonal in the sites, the source takes a more readable form. At site i,

−(X + X†) = S^<(G^R − G^A) − (S^R − S^A)G^<.

Define G^>_ij(t,t′) = −i⟨c_i(t)c_j†(t′)⟩. The retarded function is G^> − G^< for t > t′ and zero otherwise; the advanced function is −(G^> − G^<) for t < t′ and zero otherwise. Hence G^R − G^A = G^> − G^<. A consistent self-energy satisfies the same relation, S^R − S^A = S^> − S^<. The terms S^<G^< cancel, leaving

g_i = (1/ħ) ∫(dE/2π) [S^<_ii G^>_ii − S^>_ii G^<_ii]. (7)

Write S^< = is, S^> = −iq, G^< = in and G^> = −ip at the site. The integrand is sp − qn. Here s/ħ is the rate of filling an available state and p the available spectral weight; q/ħ is the rate of emptying and n the occupied weight. The source is the number arriving minus the number leaving.

In equilibrium, s = fΓ, q = (1−f)Γ, n = fA and p = (1−f)A, where Γ = s + q and A = n + p. The two products cancel at every energy. In a coherent interior region, where S = 0, the source also vanishes, whatever the current.

When in minus out fails at a site

If S connects different sites, the diagonal of the matrix S^<G^> − S^>G^< can be complex, and even its real part, used below as the diagonal of (7), is in general not the divergence. Using the two difference relations and adding 2X, its excess over the correct integrand is

r_i = Re[S^<(G^R + G^A) + (S^R + S^A)G^<]_ii.

Each product contains one Hermitian matrix P and one anti-Hermitian matrix Q. Since Tr(PQ)* = Tr(Q†P†) = −Tr(QP), the trace is imaginary. Thus Σ_i r_i = 0: form (7) gives the correct total and can misplace it among the sites. For diagonal S each term of r_i is imaginary before the real part is taken, so r_i = 0.

A ring of four sites shows the size of this effect. Use units in which the lead hopping and ħ are one. The site energies are 0.1, −0.2, 0.15 and 0. The ring hoppings are −0.5, with an extra phase factor e^{i} in h_30. Semi-infinite chains with hopping −1, centred at zero energy, are attached to site 0 and to site 2 with amplitude 0.7. A third chain is attached to site 1 with amplitude 0.5 and to site 3 with amplitude 0.4. Their Fermi levels are 0.8, −0.6 and 0.1, and kT = 0.2.

Integrating G^< numerically gives I(0→1) = 0.05343 and I(1→2) = 0.07748. The divergence at site 1 is the difference, 0.02405. At site 3 it is I(3→0) − I(2→3) = −0.07661 + 0.06891 = −0.00770. Equation (5) gives these two values for the third chain. The diagonal of (7) gives 0.00567 and 0.01067, with the wrong sign at site 3, although both pairs add to 0.0163. As an independent calculation, all three chains were kept with 150 sites each, joined to the empty ring at time zero and evolved to time 120. The bond currents and the two link currents agree with the values above to the five decimals given.

Phonons redistribute particles in energy

Let each site have its own vibration, of energy w, coupled by M c_i†c_i(b_i + b_i†). This commutes with N_i. In the equation for c_i it adds the drive M(b_i + b_i†)c_i. To lowest order its correlation is factorized into a phonon part and an electron part. For an undisturbed bath with mean phonon number N, the phonon part of S^< is (N+1)e^{iw(t−t′)/ħ} + N e^{−iw(t−t′)/ħ}. Each exponential shifts the energy argument. With D = M²,

S^<(E) = D[(N+1)G^<(E+w) + N G^<(E−w)],
S^>(E) = D[(N+1)G^>(E−w) + N G^>(E+w)],

where site-diagonal elements are understood. This is the self-consistent Born approximation when the G on the right is the G being solved for. Inserted in (7), and leaving out the common factor 1/(2πħ), the in-terms are

D∫dE [(N+1)G^<(E+w)G^>(E) + N G^<(E−w)G^>(E)],

and the out-terms are

D∫dE [(N+1)G^>(E−w)G^<(E) + N G^>(E+w)G^<(E)].

Shifting E by +w in the first out-term and by −w in the second reproduces the in-terms. The phonon source therefore vanishes after integration, while at a single energy it need not. If the self-energies are built from a different G, as in an unfinished iteration, this cancellation is not assured. Elastic scattering with S^< = D_ac G^< and S^> = D_ac G^> gives no source even at fixed energy.

A leaking gate is different, because particles leave the wire. A local gate coupling of broadening γ has s = γf_G and q = γ(1−f_G), so

g_i = (γ/ħ) ∫(dE/2π) [f_G A_ii − n_i(E)].

If the gate states at the relevant energies are empty, this becomes −γn_i/ħ: occupation times escape rate.

A nanowire transistor in its on state

Consider a 20 nm channel with rough, silicon-like values: transport mass 0.19 electron masses, a square section of side 3 nm, and eight equal spin–valley channels. With 40 sites at spacing a = 0.5 nm, the hopping is

t = ħ²/(2ma²) = 0.0381/(0.19 × 0.25) = 0.802 eV.

The site energies are 2t + U(x). The potential is prescribed, with x in nm and U in eV:

U = 0.04/[1+e^{−(x−4)/0.8}] − 0.54/[1+e^{−(x−14)/1.0}].

Its top is 0.039 eV above the source band edge. The drain bias is 0.5 V, the source Fermi level lies 0.06 eV above the source band edge, and T = 300 K. Uniform chains continue the wire at both ends. Optical phonons have w = 0.06 eV and D = 0.003 eV²; elastic scattering has D_ac = 0.001 eV². For both, the Hermitian part of S^R is dropped. The balance survives this, because for diagonal S it involves S^R − S^A alone.

The 24 sites from 4.0 to 15.5 nm lie under a gate at 0.7 V, behind 1 nm of oxide. Hard-wall confinement in the two transverse directions, with masses 0.19 and 0.92, costs 0.265 eV. In one direction, with confinement energy E_1, a particle of velocity v = πħ/(mb) in a box of width b strikes the two faces v/b times per second, and ħv/b = 2E_1/π. Adding both directions gives 2 × 0.265/π = 0.169 eV. The oxide barrier of 3.1 eV is lowered by the confinement energy and by half of an assumed 0.2 V oxide drop, to 2.73 eV. With oxide mass 0.5, the tunnelling factor exp(−2κd) is 6.3×10⁻⁶. Thus γ = 0.169 eV × 6.3×10⁻⁶ = 1.06×10⁻⁶ eV.

The Born equations were iterated to convergence on an energy grid of 2.5 meV. Bond currents, multiplied by the elementary charge, are counted positive when electrons move towards the drain; conventional current is opposite. Without scattering or leakage, in the same potential, the current is 9.04 μA. With both it is 6.83 μA. Along the wire it falls from 6.829785 μA to 6.828804 μA, a loss of 0.98 nA. The long digits serve this difference alone: doubling the energy step changes the current itself by about 1 nA, but the balance holds on either grid because w is a whole number of steps.

The loss also follows from the occupation. There are 3.81 electrons under the gate and γ/ħ = 1.61×10⁹ s⁻¹, so

1.602×10⁻¹⁹ C × 1.61×10⁹ s⁻¹ × 3.81 = 0.98 nA.

At 10 nm the divergence is −29.5 pA, and the gate source is −29.5 pA.

At 15 nm, phonons transfer 17 nA between energies at a single site, measured as half the energy integral of the absolute phonon source. Their net source there is below 10⁻⁶ pA. The mean energy of the current drops from 0.0706 to 0.0564 eV along the wire. Multiplying the difference, 0.0142 eV per electron, by 6.83 μA gives 0.097 μW, equal to the calculated phonon heat. This is about 3% of the 3.41 μW supplied by the drain bias; in this model the drain lead, whose Fermi level is at −0.44 eV, receives 6.83 μA × 0.496 V = 3.39 μW, and the source lead loses 0.07 μW because the current leaves it 0.0106 eV above its Fermi level.

Spread over a 12 nm perimeter and 12 nm of gated length, the leakage is about 700 A/cm². Leakage of hundreds of A/cm² or more is commonly quoted for 1 nm silicon dioxide near 1 V, so the order of magnitude is plausible. Real oxides are not uniformly thick. Since 2κ = 12 nm⁻¹, an extra 0.1 nm reduces the leakage by a factor of 3.3. Stacks with a higher permittivity can be physically thicker at equal capacitance, which this oxide model does not describe.

Other omissions matter more for the current than for the balance. The dropped Hermitian part of the phonon self-energy was estimated from the Hermitian part of D[(N+1)G^R(E−w) + N G^R(E+w)] + D_ac G^R, which leaves out a further term linear in G^<. This estimate averages −10 meV, against kT = 26 meV; the further term was not calculated. In addition, a vibration shared by all eight channels is displaced on average by the electrons on its site, which lowers the site energy by 2D/w = 0.1 eV per electron, or about 20 meV at the barrier top, where there are 0.2 electrons per site. Here this static shift is regarded as part of the prescribed U. Shifts of this size, comparable with kT, can change the current by tens of per cent, so 6.83 μA illustrates the balance and is not an accurate prediction for a device. At the drain end the mean kinetic energy is 0.56 eV. There, compared with a parabolic band at the same energy, the lattice dispersion raises k² by 6%. A nonparabolicity α of about 0.5 eV⁻¹ would raise it by about 50% at the same kinetic energy, because the energy in E(1+αE) is counted from the bulk band edge and includes the confinement energy; the kinetic energy alone would give 28%. With hard walls and parabolic bands, the next subband and the heavy-mass valleys lie 0.14 and 0.17 eV higher, and their Boltzmann factors are 0.5% and 0.1%. These are low estimates: penetration into an oxide with barrier 3.1 eV and mass 0.5 lowers the confinement energy to about 0.18 eV and the two offsets to about 0.12 and 0.09 eV, with factors of about 1% and 3%. Because the source Fermi level lies above the barrier top, the lowest subband is filled less than Boltzmann statistics would give, and the relative ballistic current per channel is about twice these factors. Drain-end electrons also have enough energy to reach these states. With the capacitance of a round wire of equal cross-section, the charge at the barrier top implies an oxide drop of about 0.14 V instead of the assumed 0.2 V, which would lower the leakage by about 7%. At 360 K, with potential, Fermi levels, D and D_ac held fixed, the current is 7.35 μA.

What each derivation assumes

The first derivation obtains the bond current for any state, steady or not, and allows interactions that conserve every site number. Its evaluation of the source is narrower: it requires noninteracting leads, a channel without interactions, a steady state and no undamped bound state. In return, g_i has a direct meaning, the current through bonds that were removed from view.

The second derivation uses the bond current from (1) but needs no picture of what lies behind S. It includes scattering and gives a balance at each energy. Its price is that the Dyson equations are assumed, and that S^R, S^< and S^> must belong together. The algebra does not decide whether g_i is true generation. A local phonon source is a transfer between energies, and a nonlocal S can carry particles from one channel site to another.

The same caution applies to an interaction such as u c_0†c_1 N_2 + h.c. Its commutator with N_0 is u c_0†c_1 N_2 − h.c., which is not zero. It is itself a hopping process, and the current (1) built from h alone omits it. Part of the apparent source is then transport inside the channel. In a steady state, the divergence equals the rate of particle exchange with the outside when such transport has been counted as current and number-conserving scattering has been treated self-consistently.
